# Zero-point energy and the classical free energy of oxide polymorphs: verification in Python

```python
"""Result under test: the quantum free energy of a harmonic mode,
F_q = w/2 + kT ln(1-exp(-x)), x = w/kT, w = hbar*omega, equals the classical
F_cl = kT ln x plus kT(x^2/24 - x^4/2880 + ...), without a term linear in w.
Adding the zero-point energy (ZPE) w/2 to F_cl is thus wrong at high T.
Example: sixfold (rocksalt) and fourfold (zinc blende) model polymorphs with
Mn and O masses. Differences are fourfold minus sixfold, per formula unit (fu).
Energies are in meV, temperatures in K, force constants in N/m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K_MEV = const.k / const.e * 1e3
U = const.atomic_mass


def excess_from_levels(x):
    """(F_q - F_cl)/kT from the explicit sum over oscillator levels."""
    n = np.arange(int(45 / x) + 3)
    return -np.log(np.sum(np.exp(-x * (n + 0.5)))) - np.log(x)


def f_quantum(w, t):
    return w / 2 + K_MEV * t * np.log1p(-np.exp(-w / (K_MEV * t)))


def f_classical(w, t):
    return K_MEV * t * np.log(w / (K_MEV * t))


# Oscillator levels by diagonalization on a sinc grid, in units of w
h = 0.15
grid = np.arange(-133, 134)
diff = grid[:, None] - grid[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2) / (2 * h**2)
levels = np.linalg.eigvalsh(kinetic + np.diag((grid * h)**2 / 2))
for x in (0.5, 2.0, 6.0):
    f_diag = -np.log(np.sum(np.exp(-x * levels)))
    assert abs(f_diag - np.log(2 * np.sinh(x / 2))) < 1e-7
    assert abs(f_diag - f_quantum(x * K_MEV * 300, 300) / (K_MEV * 300)) < 1e-7
    # classical partition function from the phase-space integral
    gauss = quad(lambda p: np.exp(-x * p * p / 2), -np.inf, np.inf)[0]
    z_classical = gauss**2 / (2 * np.pi)
    f_cl_reduced = f_classical(x * K_MEV * 300, 300) / (K_MEV * 300)
    assert abs(-np.log(z_classical) - f_cl_reduced) < 1e-7

# Expansion coefficients extracted from the level sum
x_small = 0.01
linear_coeff = excess_from_levels(x_small) / x_small
quadratic_coeff = excess_from_levels(x_small) / x_small**2
quartic_coeff = (excess_from_levels(0.1) / 0.01 - 1 / 24) / 0.01
thermal_linear = (excess_from_levels(x_small) - x_small / 2) / x_small
assert abs(linear_coeff) < 1e-3          # remainder is x/24 at x = 0.01
assert abs(quadratic_coeff - 1 / 24) < 1e-6
assert abs(quartic_coeff * 2880 + 1) < 1e-3
assert abs(thermal_linear + 0.5) < 1e-3

# Where both recipes err equally for a single mode
x_equal = brentq(lambda x: excess_from_levels(x) - x / 4, 2, 20)
assert abs(x_equal / 4 - np.log(x_equal / (1 - np.exp(-x_equal)))) < 1e-8
for x, classical_better in ((0.5, True), (5.0, True), (12.0, False)):
    g = excess_from_levels(x)
    assert (abs(g) < abs(g - x / 2)) == classical_better

# Lattice dynamics, cubic lattice parameter = 1
CELL = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
SIX = np.vstack([np.eye(3), -np.eye(3)]) / 2
FOUR = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
M_MN, M_O = 54.938, 15.999
KL6, KT6, KL4, KT4 = 30.0, 9.0, 50.0, 6.0


def phonons(bonds, k_long, k_trans, m_metal=M_MN, m_oxygen=M_O, n=16):
    """Mode energies in meV, shape (wavevectors, 6); n even avoids q = 0."""
    f = (np.arange(n) + 0.5) / n - 0.5
    frac = np.stack(np.meshgrid(f, f, f, indexing="ij"), -1).reshape(-1, 3)
    q = frac @ (2 * np.pi * np.linalg.inv(CELL).T)
    unit = bonds / np.linalg.norm(bonds, axis=1)[:, None]
    springs = (k_trans * np.eye(3)[None]
               + (k_long - k_trans) * unit[:, :, None] * unit[:, None, :])
    onsite = springs.sum(axis=0)
    g = np.einsum("qb,bij->qij", np.exp(1j * q @ bonds.T), springs)
    d = np.zeros((len(q), 6, 6), complex)
    d[:, :3, :3] = onsite / m_metal
    d[:, 3:, 3:] = onsite / m_oxygen
    d[:, :3, 3:] = -g / np.sqrt(m_metal * m_oxygen)
    d[:, 3:, :3] = np.conj(np.swapaxes(d[:, :3, 3:], 1, 2))
    omega_squared = np.linalg.eigvalsh(d) / U
    assert omega_squared.min() > 0
    return const.hbar * np.sqrt(omega_squared) / const.e * 1e3


def per_fu(values):
    return values.sum() / len(values)


def log_ratio(w_six, w_four):
    return per_fu(np.log(w_six)) - per_fu(np.log(w_four))


w6, w4 = phonons(SIX, KL6, KT6), phonons(FOUR, KL4, KT4)
L = log_ratio(w6, w4)
zpe6, zpe4 = per_fu(w6) / 2, per_fu(w4) / 2
dzpe = zpe4 - zpe6
L_coarse = log_ratio(phonons(SIX, KL6, KT6, n=12), phonons(FOUR, KL4, KT4, n=12))
assert L > 0 and abs(L - L_coarse) < 0.01


def d_quantum(t):
    return per_fu(f_quantum(w4, t)) - per_fu(f_quantum(w6, t))


def d_classical(t):
    return per_fu(f_classical(w4, t)) - per_fu(f_classical(w6, t))


# Sum of squared mode energies from on-site force constants alone
to_mev2 = (const.hbar / const.e * 1e3)**2 / U
inverse_mass = 1 / M_MN + 1 / M_O
trace6 = 3 * (2 * KL6 + 4 * KT6) * inverse_mass * to_mev2
trace4 = 3 * (4 * KL4 + 8 * KT4) / 3 * inverse_mass * to_mev2
assert abs(per_fu(w6**2) / trace6 - 1) < 1e-9
assert abs(per_fu(w4**2) / trace4 - 1) < 1e-9

# Transition temperatures by three recipes
dE = 120.0
t_cl = dE / (K_MEV * L)
t_wrong = brentq(lambda t: dE + d_classical(t) + dzpe, 0.3 * t_cl, 2 * t_cl)
t_q = brentq(lambda t: dE + d_quantum(t), 0.3 * t_cl, 2 * t_cl)
true_corr = d_quantum(t_cl) - d_classical(t_cl)
trace_corr = (trace4 - trace6) / (24 * K_MEV * t_cl)
assert abs(dE + d_classical(t_cl)) < 1e-8
assert abs(trace_corr / true_corr - 1) < 0.02      # next order in x^2
assert abs((t_q - t_cl) / (trace_corr / (K_MEV * L)) - 1) < 0.03
assert abs((t_wrong - t_cl) / (dzpe / (K_MEV * L)) - 1) < 1e-6
assert abs(t_wrong - t_q) > 5 * abs(t_cl - t_q)

# Classical difference ignores masses; quantum correction falls as 1/mass
w6_o = phonons(SIX, KL6, KT6, M_MN, 2 * M_O)
w4_o = phonons(FOUR, KL4, KT4, M_MN, 2 * M_O)
assert abs(log_ratio(w6_o, w4_o) - L) < 1e-8
w6_h = phonons(SIX, KL6, KT6, 4 * M_MN, 4 * M_O)
w4_h = phonons(FOUR, KL4, KT4, 4 * M_MN, 4 * M_O)
heavy_corr = (per_fu(f_quantum(w4_h, t_cl) - f_classical(w4_h, t_cl))
              - per_fu(f_quantum(w6_h, t_cl) - f_classical(w6_h, t_cl)))
heavy_dzpe = (per_fu(w4_h) - per_fu(w6_h)) / 2
assert abs(heavy_corr / true_corr - 0.25) < 0.01
assert abs(heavy_dzpe / dzpe - 0.5) < 1e-6

# Temperature at which both recipes err equally for the polymorph difference
t_equal = brentq(lambda t: d_quantum(t) - d_classical(t) - dzpe / 2, 5, 1000)
for t, classical_better in ((t_equal / 2, False), (2 * t_equal, True)):
    err = d_quantum(t) - d_classical(t)
    assert (abs(err) < abs(err - dzpe)) == classical_better

# Counterexample: mode errors nearly cancel and adding ZPE happens to help
pair_a, pair_b = np.array([30.0, 50.0]), np.array([39.9, 39.9])
pair_err = (np.sum(f_quantum(pair_b, 1000) - f_classical(pair_b, 1000))
            - np.sum(f_quantum(pair_a, 1000) - f_classical(pair_a, 1000)))
pair_dzpe = (pair_b.sum() - pair_a.sum()) / 2
assert abs(pair_err - pair_dzpe) < 0.2 * abs(pair_err)

# Sizes of neglected effects at the classical transition temperature
kt = K_MEV * t_cl


def expansion_gain(bulk_gpa, volume_a3, gruneisen):
    """Free energy gained by relaxing the volume of a classical lattice."""
    stiffness = bulk_gpa * 1e9 * volume_a3 * 1e-30 / const.e * 1e3
    drive = 6 * gruneisen * kt
    best = minimize_scalar(lambda s: stiffness * s * s / 2 - drive * np.log1p(s),
                           bounds=(0, 0.5), method="bounded")
    return best.fun, best.x


ROUGH6, ROUGH4 = (150.0, 22.0, 1.5), (100.0, 27.0, 1.0)
gain6, strain6 = expansion_gain(*ROUGH6)
gain4, strain4 = expansion_gain(*ROUGH4)

exchange, neighbours, spin = 0.6, 18, 2.5
total_spin = np.arange(0, 6)
weight = (2 * total_spin + 1) / 36
dot = (total_spin * (total_spin + 1) - 2 * spin * (spin + 1)) / 2
variance = np.sum(weight * dot**2)
assert abs(np.sum(weight * dot)) < 1e-12
assert abs(variance - (spin * (spin + 1))**2 / 3) < 1e-10
pair_spin = -exchange**2 * variance / (2 * kt)
pair_exact = -kt * np.log(np.sum(weight * np.exp(-exchange * dot / kt)))
assert abs(pair_spin / pair_exact - 1) < 0.1       # third order in exchange/kT
spin_shift = neighbours / 2 * pair_spin
polar_shift = kt * np.log(1.1)

print(f"Level sum: linear coefficient at x=0.01: {linear_coeff:.6f}")
print(f"Level sum: quadratic coefficient {quadratic_coeff:.6f}, 1/24 = {1/24:.6f}")
print(f"Level sum: quartic coefficient {quartic_coeff:.3e}, -1/2880 = {-1/2880:.3e}")
print(f"Thermal part alone: linear coefficient {thermal_linear:.5f}")
print(f"Single mode, equal errors at x = {x_equal:.3f}")
w1, t1 = 50.0, 1000.0
fq1, fc1 = f_quantum(w1, t1), f_classical(w1, t1)
print(f"Mode {w1:.0f} meV at {t1:.0f} K: kT = {K_MEV*t1:.3f} meV, x = {w1/(K_MEV*t1):.4f}")
print(f"  F quantum = {fq1:.3f} meV, F classical = {fc1:.3f} meV")
print(f"  ZPE = {w1/2:.3f} meV, Bose thermal part = {fq1-w1/2:.3f} meV")
print(f"  F classical + ZPE = {fc1+w1/2:.3f} meV")
print(f"  true correction = {fq1-fc1:.4f} meV, kT x^2/24 = {w1**2/(24*K_MEV*t1):.4f} meV")
print(f"Masses: Mn {M_MN:.3f} u, O {M_O:.3f} u")
print(f"Sixfold force constants: {KL6:.0f} long., {KT6:.0f} transv. N/m")
print(f"Fourfold force constants: {KL4:.0f} long., {KT4:.0f} transv. N/m")
print(f"Highest sampled mode: sixfold {w6.max():.2f}, fourfold {w4.max():.2f} meV")
print(f"ZPE: sixfold {zpe6:.2f}, fourfold {zpe4:.2f}, difference {dzpe:.2f} meV/fu")
print(f"Sum of squared energies: sixfold {trace6:.1f}, fourfold {trace4:.1f} meV^2/fu")
print(f"L = {L:.4f} (16^3 wavevectors), {L_coarse:.4f} (12^3)")
print("Vibrational free-energy differences, meV/fu:")
for t in (20.0, 50.0, 300.0, 1000.0):
    q, c = d_quantum(t), d_classical(t)
    print(f"  {t:.0f} K: quantum {q:.3f}, classical {c:.3f}, classical+ZPE {c+dzpe:.3f}")
print(f"Bose thermal difference at 1000 K: {d_quantum(1000)-dzpe:.3f} meV/fu")
print(f"Polymorph difference, equal errors at T = {t_equal:.1f} K")
print(f"Static energy difference (chosen): {dE:.1f} meV/fu")
print(f"Transition T: classical {t_cl:.1f} K")
print(f"Transition T: quantum {t_q:.1f} K")
print(f"Transition T: classical + ZPE {t_wrong:.1f} K")
print(f"Shift from classical: quantum {t_q-t_cl:.2f} K, added ZPE {t_wrong-t_cl:.2f} K")
print(f"Error of classical + ZPE transition T: {t_wrong-t_q:.1f} K")
print(f"At classical transition: correction {true_corr:.4f}, trace formula {trace_corr:.4f} meV/fu")
print(f"All masses x4: correction ratio {heavy_corr/true_corr:.4f}, ZPE ratio {heavy_dzpe/dzpe:.4f}")
print("Counterexample at 1000 K: modes 30, 50 meV against 39.9, 39.9 meV")
print(f"  ZPE difference {pair_dzpe:.4f} meV")
print(f"  error classical {pair_err:.4f}, with ZPE {pair_err-pair_dzpe:.4f} meV")
print("Neglected effects at classical transition T (rough inputs):")
print("  sixfold: B {:.0f} GPa, V {:.0f} A^3/fu, Grueneisen {:.1f}".format(*ROUGH6))
print("  fourfold: B {:.0f} GPa, V {:.0f} A^3/fu, Grueneisen {:.1f}".format(*ROUGH4))
print(f"  volume strain: sixfold {100*strain6:.1f} %, fourfold {100*strain4:.1f} %")
print(f"  expansion energy: sixfold {gain6:.1f}, fourfold {gain4:.1f} meV/fu")
print(f"  expansion difference {gain4-gain6:.1f} meV/fu = {(gain4-gain6)/(K_MEV*L):.0f} K")
print(f"  exchange {exchange:.1f} meV, {neighbours} neighbours: {spin_shift:.2f} meV/fu per polymorph")
print(f"  one branch 10 % stiffer: {polar_shift:.1f} meV/fu = {polar_shift/(K_MEV*L):.0f} K")
print("all good")
```

Output:

```
Level sum: linear coefficient at x=0.01: 0.000417
Level sum: quadratic coefficient 0.041667, 1/24 = 0.041667
Level sum: quartic coefficient -3.472e-04, -1/2880 = -3.472e-04
Thermal part alone: linear coefficient -0.49958
Single mode, equal errors at x = 8.615
Mode 50 meV at 1000 K: kT = 86.173 meV, x = 0.5802
  F quantum = -45.702 meV, F classical = -46.907 meV
  ZPE = 25.000 meV, Bose thermal part = -70.702 meV
  F classical + ZPE = -21.907 meV
  true correction = 1.2054 meV, kT x^2/24 = 1.2088 meV
Masses: Mn 54.938 u, O 15.999 u
Sixfold force constants: 30 long., 9 transv. N/m
Fourfold force constants: 50 long., 6 transv. N/m
Highest sampled mode: sixfold 44.92, fourfold 41.71 meV
ZPE: sixfold 88.46, fourfold 78.24, difference -10.23 meV/fu
Sum of squared energies: sixfold 6064.3, fourfold 5222.1 meV^2/fu
L = 1.2581 (16^3 wavevectors), 1.2581 (12^3)
Vibrational free-energy differences, meV/fu:
  20 K: quantum -10.253, classical -2.168, classical+ZPE -12.395
  50 K: quantum -11.014, classical -5.421, classical+ZPE -15.648
  300 K: quantum -33.853, classical -32.523, classical+ZPE -42.750
  1000 K: quantum -108.817, classical -108.411, classical+ZPE -118.638
Bose thermal difference at 1000 K: -98.590 meV/fu
Polymorph difference, equal errors at T = 58.3 K
Static energy difference (chosen): 120.0 meV/fu
Transition T: classical 1106.9 K
Transition T: quantum 1103.5 K
Transition T: classical + ZPE 1012.6 K
Shift from classical: quantum -3.40 K, added ZPE -94.34 K
Error of classical + ZPE transition T: -90.9 K
At classical transition: correction -0.3673, trace formula -0.3679 meV/fu
All masses x4: correction ratio 0.2503, ZPE ratio 0.5000
Counterexample at 1000 K: modes 30, 50 meV against 39.9, 39.9 meV
  ZPE difference -0.1000 meV
  error classical -0.1034, with ZPE -0.0034 meV
Neglected effects at classical transition T (rough inputs):
  sixfold: B 150 GPa, V 22 A^3/fu, Grueneisen 1.5
  fourfold: B 100 GPa, V 27 A^3/fu, Grueneisen 1.0
  volume strain: sixfold 4.0 %, fourfold 3.3 %
  expansion energy: sixfold -17.2, fourfold -9.4 meV/fu
  expansion difference 7.8 meV/fu = 72 K
  exchange 0.6 meV, 18 neighbours: -0.43 meV/fu per polymorph
  one branch 10 % stiffer: 9.1 meV/fu = 84 K
all good
```
